Choosing a drift-diffusion flux: Scharfetter–Gummel or central differences

**The situation**

In a forward-biased junction, electrons pass from a region where they are abundant to one where they are scarce. Their density can fall by many powers of ten within a depletion layer, while the mesh has a few dozen nodes there. Through most of that layer the current is a small difference between large drift and diffusion contributions. A solver that couples drift-diffusion to the electrostatic potential must decide how to build the flux between two nodes from the two nodal densities. The choice treated here is between central differences and the Scharfetter–Gummel flux. It decides whether the densities stay positive and whether a coarse mesh gives a usable current.

**Equations and conventions**

The algebra uses atomic units, so e = 1, and the problem is one-dimensional. Let n be the electron density, ψ the electrostatic potential, μ the mobility and D the diffusivity. An electron is driven towards higher ψ, so its particle flux is

F = −D n′ + μ n ψ′.

Assume Boltzmann statistics, a uniform temperature, a uniform band edge and the Einstein relation D = μkT. With φ = ψ/kT,

F = −D(n′ − nφ′).   (1)

The electric current density is −F. For holes, replace φ by −φ in the particle flux; their electric current density is +F.

Nodes are numbered 0 to N. Cell i lies between nodes i and i+1, with width hᵢ, diffusivity Dᵢ and reduced drop δᵢ = φᵢ₊₁ − φᵢ. The word drop refers to the electron's potential energy −eψ: δ is positive when ψ rises from left to right, and in ordinary units it is that rise divided by kT/e.

**The Scharfetter–Gummel flux**

Take the field and the flux as constant within one cell, and drop the cell index on F, D, h and δ. By the product rule and (1),

(n e^(−φ))′ = e^(−φ)(n′ − nφ′) = −(F/D) e^(−φ).   (2)

At distance s from the left node, φ = φᵢ + δs/h, and therefore

∫₀ʰ e^(−φ) ds = e^(−φᵢ) h(1 − e^(−δ))/δ.

Integrate (2) over the cell and multiply by −e^(φᵢ):

nᵢ − nᵢ₊₁ e^(−δ) = (Fh/D)(1 − e^(−δ))/δ.

Solving for F gives

F = (D/h)[ δ/(1 − e^(−δ)) nᵢ − δe^(−δ)/(1 − e^(−δ)) nᵢ₊₁ ].

Define the Bernoulli function B(x) = x/(eˣ − 1), with B(0) = 1. The first coefficient is B(−δ). Multiplying numerator and denominator of the second by e^δ shows that it is B(δ). Thus

F = (D/h)[B(−δ)nᵢ − B(δ)nᵢ₊₁].   (3)

At equilibrium n is proportional to e^φ, so nᵢ₊₁ = e^δ nᵢ. Since B(−δ) = e^δ B(δ), the flux (3) vanishes, as it must.

Without sources the true flux is constant. If the potential is also linear in each cell and D is constant there, (3) involves no approximation, and the nodal densities are exact however large the drops.

**What central differences change**

Central differencing inserts n′ ≈ (nᵢ₊₁ − nᵢ)/h, n ≈ (nᵢ + nᵢ₊₁)/2 and φ′ = δ/h into (1):

F = (D/h)[(1 + δ/2)nᵢ − (1 − δ/2)nᵢ₊₁].   (4)

This is (3) with B(x) replaced by 1 − x/2. To see what was lost, use

coth(x/2) = (eˣ + 1)/(eˣ − 1) = 1 + 2/(eˣ − 1).

Multiplying by x/2 gives B(x) = (x/2)coth(x/2) − x/2, so (3) becomes

F = (D/h)[c(nᵢ − nᵢ₊₁) + (δ/2)(nᵢ + nᵢ₊₁)],  c = (δ/2)coth(δ/2).

The Scharfetter–Gummel flux is the central flux with the diffusion term multiplied by c and the drift term unchanged. For small drops c ≈ 1 + δ²/12, so the coefficients of the two fluxes differ only at second order, by about δ²/12. The net fluxes can still differ when drift and diffusion nearly cancel: for nᵢ₊₁ = e^δ nᵢ the flux (3) is zero, while (4) gives about (D/h)nᵢδ³/12. For large positive δ, B(−δ) ≈ δ and B(δ) ≈ δe^(−δ), so F ≈ (D/h)δ(nᵢ − e^(−δ)nᵢ₊₁). When nᵢ₊₁ ≪ e^δ nᵢ this is (D/h)δnᵢ: the flux is taken from the upstream node. Near equilibrium, where nᵢ₊₁ is of order e^δ nᵢ, both terms remain.

In the source-free case above, the factor c compensates for the exponential shape of n inside the cell. When sources or a varying field shape the solution, it no longer does so exactly, and a coarse mesh leaves an error.

**Why the densities stay positive**

Write either flux as Fᵢ = Rᵢnᵢ − Lᵢnᵢ₊₁. For Scharfetter–Gummel,

Rᵢ = (Dᵢ/hᵢ)B(−δᵢ),  Lᵢ = (Dᵢ/hᵢ)B(δᵢ).

Both are positive for every finite drop, because x and eˣ − 1 have the same sign.

Let generation be g ≥ 0 and loss be rn with r ≥ 0. The steady balance F′ = g − rn, integrated over a node's share wᵢ = (hᵢ₋₁ + hᵢ)/2, reads Fᵢ − Fᵢ₋₁ = wᵢ(gᵢ − rᵢnᵢ), or

(wᵢrᵢ + Lᵢ₋₁ + Rᵢ)nᵢ − Rᵢ₋₁nᵢ₋₁ − Lᵢnᵢ₊₁ = wᵢgᵢ.   (5)

The unknowns are n₁ to n_M, with M = N − 1; n₀ and n_N are given. Moving the boundary terms to the right gives sources bᵢ = wᵢgᵢ, with R₀n₀ added to b₁ and L_M n_N added to b_M.

The off-diagonal entries are nonpositive. Such a matrix is a nonsingular M-matrix if its inverse has no negative entry. Gaussian elimination proves this. After elimination of the earlier unknowns, let row i be

pᵢnᵢ − Lᵢnᵢ₊₁ = yᵢ,

where the L term is absent in row M because it is already in b_M. The first pivot is p₁ = R₁ + e₁, with e₁ = w₁r₁ + L₀ > 0. Inserting nᵢ₋₁ = (yᵢ₋₁ + Lᵢ₋₁nᵢ)/pᵢ₋₁ into (5) gives

pᵢ = wᵢrᵢ + Rᵢ + Lᵢ₋₁(1 − Rᵢ₋₁/pᵢ₋₁),
yᵢ = bᵢ + Rᵢ₋₁yᵢ₋₁/pᵢ₋₁.

Since pᵢ₋₁ = Rᵢ₋₁ + eᵢ₋₁, the bracket equals eᵢ₋₁/pᵢ₋₁. Hence

pᵢ = Rᵢ + eᵢ,  eᵢ = wᵢrᵢ + Lᵢ₋₁eᵢ₋₁/pᵢ₋₁.   (6)

By induction every eᵢ and every pivot is positive, so the matrix is nonsingular. The densities follow from n_M = y_M/p_M and, going down in i,

nᵢ = (yᵢ + Lᵢnᵢ₊₁)/pᵢ.   (7)

Suppose all bᵢ ≥ 0 and some b_k > 0. Then yᵢ > 0 for all i ≥ k, so n_M > 0, and (7) makes every other density positive. Choosing b as each unit vector in turn shows that every entry of the inverse is positive. This holds for any mesh and any given potential.

Two extensions fit the same form.

- Recombination (np − ν²)/Θ, with ν the intrinsic density and with the hole density p ≥ 0 and the denominator Θ > 0 frozen from the previous iteration, has r = p/Θ and g = ν²/Θ.
- A backward Euler step of length τ adds 1/τ to r and n_old/τ to g.

The result concerns each linear solve at fixed potential and coefficients. It does not cover a Newton step that changes density and potential together.

**The algorithm**

1. For each cell compute δ and evaluate B(x) = e^(−max(x,0)) |x|/(1 − e^(−|x|)), with a routine for eᶻ − 1 that is accurate at small z. Set B(0) = 1 separately, since the formula is 0/0 in a flat cell.
2. Form R, L and the sources b.
3. Sweep upwards with (6) and the recursion for y.
4. Sweep downwards with (7).

For x > 0 the formula in step 1 is B multiplied above and below by e^(−x); for x < 0 it is B itself. It avoids overflow and the cancellation in eˣ − 1. At x = 10⁻⁹ the direct formula has a relative error of 8.2 × 10⁻⁸, the stable one 2.2 × 10⁻¹⁶.

Steps 3 and 4 contain no subtraction, so rounding cannot turn a small density negative or swamp it with errors from a large one. In random test systems of six unknowns, the entries of the inverse agreed with an 80-digit calculation to a relative 5.6 × 10⁻¹⁶. Underflow is outside this argument. A density too small for floating-point numbers comes out as zero rather than positive. If an eᵢ or a pivot underflows, as can happen without loss in a potential well many hundreds of kT deep, the computed densities can be finite but wrong, or not finite at all. The argument also covers only the densities. The flux Rᵢnᵢ − Lᵢnᵢ₊₁ is a subtraction and loses digits where its two terms nearly cancel. Where the flux is the same in every cell, evaluate it where the density is lowest.

**When central differences oscillate**

For (4), R = (D/h)(1 + δ/2) and L = (D/h)(1 − δ/2). Both are positive exactly when |δ| < 2, and the positivity proof then applies unchanged. Beyond |δ| = 2 one of them is negative. In an interior cell this makes an off-diagonal entry positive, so the M-matrix property is lost. In a boundary cell it can turn a positive boundary density into a negative source.

For the oscillation itself, take equal cells, equal drops, constant D, no sources and N ≥ 2. Equating the fluxes in neighbouring cells gives

(1 + δ/2)nᵢ − (1 − δ/2)nᵢ₊₁ = (1 + δ/2)nᵢ₋₁ − (1 − δ/2)nᵢ.

Collecting terms,

(1 − δ/2)(nᵢ₊₁ − nᵢ) = (1 + δ/2)(nᵢ − nᵢ₋₁).

For δ ≠ 2, successive differences therefore have the ratio

q = (2 + δ)/(2 − δ),   (8)

whereas the exact ratio is e^δ. Summing the geometric series and fitting the end densities gives, for δ ≠ 0,

nᵢ = n₀ + (n_N − n₀)(qⁱ − 1)/(q^N − 1).   (9)

For δ = 0 the profile is linear. The ratio q is negative exactly when |δ| > 2. Successive steps then alternate in sign, provided n_N ≠ n₀; with equal end densities the solution is constant and there is nothing to oscillate.

The threshold is thus a drop of more than 2kT/e per cell. At 300 K, 2kT = 0.0517 eV, or 1.90 × 10⁻³ hartree. At δ = 2 the collected equation gives nᵢ = nᵢ₋₁ up to node N − 1, with the whole change in the last cell: a poor profile, but a monotone one. At δ = −2 the change sits in the first cell.

Oscillation does not by itself mean negative density. For δ > 2 we have q < −1. Define

G = (q^(N−1) − 1)/(q^N − 1).

For even N the numerator is negative and the denominator positive; for odd N the signs are reversed. Either way G < 0. From (9), n_(N−1) = n₀ − (n_N − n₀)|G|, so for n₀ > 0 this density is negative exactly when

n_N/n₀ > 1 + 1/|G|.   (10)

With n_N = 0 the same node overshoots instead, to n₀(1 + |G|). Reflecting the slab covers δ < −2.

**A slab in a constant field**

Take eight cells of 50 Å at 300 K, where kT = 0.025852 eV, with end densities of 10⁻⁷ and 10⁻⁶ Å⁻³. A drop of 0.1 eV per cell gives

δ = 0.1/0.025852 = 3.868,
q = 5.868/(−1.868) = −3.141,  G = −0.3185.

By (10), the last inner density is negative if the end densities differ by a factor above 1 + 1/0.3185 = 4.14. Here the factor is 10, and

n₇ = 10⁻⁷ − 9 × 10⁻⁷ × 0.3185 = −1.87 × 10⁻⁷ Å⁻³.

The exact value is 1.188 × 10⁻⁷ Å⁻³, which the Scharfetter–Gummel solution reproduces. The central error shrinks by roughly |q| per node away from the right end. It is below 10% of the exact density from the left end to the middle of the slab, but 29% at the next node and 90% at the one after.

With 0.04 eV per cell, δ = 1.547 and the central profile is monotone. Yet q = 7.84 where the exact ratio is 4.70, and n₇ comes out as 2.15 × 10⁻⁷ instead of 2.92 × 10⁻⁷ Å⁻³, which is 26% low. Staying below the threshold removes the oscillation, not the error.

**A forward-biased junction**

Now prescribe a barrier of 0.8 eV across a 1600 Å depletion layer, with 400 Å of flat potential on each side. The potential is made of two parabolas, so the field rises linearly to 0.001 V/Å at the centre and falls again. These are round model parameters. The right contact has n = 10⁻⁷ Å⁻³; the left one has 6.9 × 10⁻²⁸ Å⁻³. There are no sources.

Integrating (2) across the whole device, with constant D and φ = 0 at the left, gives

F/D = (n₀ − n_N e^(−Φ)) / ∫e^(−φ)dx,  Φ = 0.8/0.025852 = 30.95.

Here n_N e^(−Φ) = 3.64 × 10⁻²¹ Å⁻³, so n₀ is negligible. Quadrature gives F/D = −6.266 × 10⁻²⁴ Å⁻⁴, which corresponds to an integral of about 580 Å. The sign means that electrons flow left, over the barrier. The fluxes below are evaluated in the first cell, where the density is lowest. In the last cell the density difference Fh/D is only 6 × 10⁻²² Å⁻³ at h = 100 Å and 8 × 10⁻²³ Å⁻³ at 12.5 Å, while double-precision numbers near 10⁻⁷ are spaced by about 10⁻²³. Rounding alone would spoil the flux there at the percent level or worse, and more so on finer meshes. The meshes give, for F/D in Å⁻⁴:

- h = 100 Å: Scharfetter–Gummel −6.343 × 10⁻²⁴, central −1.45 × 10⁻²¹
- h = 50 Å: Scharfetter–Gummel −6.285 × 10⁻²⁴, central −6.08 × 10⁻²⁸
- h = 25 Å: Scharfetter–Gummel −6.271 × 10⁻²⁴, central −1.65 × 10⁻²⁴
- h = 12.5 Å: Scharfetter–Gummel −6.267 × 10⁻²⁴, central −4.60 × 10⁻²⁴

The Scharfetter–Gummel error relative to quadrature is 1.2% on the coarsest mesh and falls by about four at each halving. Its origin is visible in the integral: the scheme replaces φ by straight segments. On the left, where e^(−φ) has nearly all its weight, φ is convex and the segments lie on or above it. The integral comes out too small and the flux too large in magnitude.

The central flux is 231 times too large at 100 Å and about 10⁴ times too small at 50 Å, although all densities on the second mesh are positive. Solving (4) for the left density explains this:

nᵢ = ρᵢnᵢ₊₁ + (Fh/D)/(1 + δᵢ/2),  ρᵢ = (2 − δᵢ)/(2 + δᵢ).

Applying this from the right contact to the left gives n₀ = P n_N + (F/D) Σᵢ h ρ₀⋯ρᵢ₋₁/(1 + δᵢ/2), with P the product of all ρᵢ. This has the form of the exact relation, with P in place of e^(−Φ) and the sum in place of ∫e^(−φ)dx. The sum takes its weight from the flat left region and the first cells of small drop, so it stays close to the integral (about 575 Å against 580 Å at h = 100 Å). With n₀ negligible, the ratio of central to exact flux is therefore close to P e^Φ. For 0 < δ < 2,

−ln ρ = 2 artanh(δ/2) = δ + δ³/12 + … > δ,

so every cell with a drop transmits too little. This is the case at 50 Å, where the largest drop is 0.0484 eV. At 100 Å the largest drop is 0.09375 eV, or δ = 3.63. There |ρ| = 0.29, while e^(−δ) = 0.027. Six of the sixteen cells in the layer have |ρ| > e^(−δ) and ten have |ρ| < e^(−δ); the product of |ρ|e^δ over all of them is about 230, close to the printed ratio. Eight cells have negative ρ, and the flux has the right sign only because this number is even.

Negative ρ also produces the negative densities. Between 1500 and 1600 Å the drop is 0.05625 eV, so δ = 2.176 and ρ = −0.042. The printed central densities, −3.17 × 10⁻¹¹ and 7.54 × 10⁻¹⁰ Å⁻³, have this ratio. Four nodes are negative on that mesh and none on the finer ones.

To leading order in the drops, the series gives a mesh criterion for central differences across a barrier with φ′ ≥ 0:

P ≈ e^(−Φ) exp(−S),  S = Σδᵢ³/12 ≈ (h²/12)∫(φ′)³dx.   (11)

For the present triangular field of width W and peak φ′_m, the integral is (φ′_m)³W/4. With φ′_m = 0.001/0.025852 = 0.0387 Å⁻¹, W = 1600 Å and h = 12.5 Å, S ≈ 0.30 and exp(−S) ≈ 0.74. The printed flux ratio is 4.60/6.27 = 0.73. So even 12.5 Å, about a quarter of the threshold spacing, leaves the central current 27% low.

**Guidance**

- **Default.** Choose the Scharfetter–Gummel flux when Boltzmann statistics and the Einstein relation hold. With degenerate carriers the derivation of (3) no longer applies as written, and a flux suited to those statistics is needed.
- **If central differences must be used.** Keep every cell below h = 2kT/(e × field), which is 51.7 Å at 0.001 V/Å and 300 K. The limit is proportional to temperature. For a current over a barrier, also require S ≪ 1 in (11).
- **If densities turn negative.** With central differences, look first for cells that drop more than 2kT/e and refine them or change the flux. Setting negative values to zero leaves densities that no longer satisfy (5). With Scharfetter–Gummel, a negative result from a linear solve points to negative data, a negative loss coefficient or rounding in the solver.
- **Mesh convergence.** Positive, smooth densities do not prove accuracy with either flux. Halve the cells and compare densities and currents. On a resolved smooth problem the Scharfetter–Gummel error should fall about fourfold; a test with loss and generation in a constant field gave a factor of 3.99 for the nodal densities. With sources, the flux of a cell belongs to its midpoint. Read directly as the contact current, the flux of an end cell converges only at first order; at the left contact use F₀ − (h₀/2)(g₀ − r₀n₀) instead.

The numerical check that follows prints the fluxes, the full profile of the first slab and selected densities of the other cases; the remaining values quoted here, such as the cell counts, the sum and the product for the 100 Å mesh, are not printed and follow from these and from the prescribed potential through the formulas given.

Values computed for the example and the checks

```
temperature = 300 K, kT = 0.025852 eV
threshold drop 2kT = 0.051704 eV = 1.9001e-03 hartree
relative error of B(1e-9): naive 8.2e-08, stable 2.2e-16
worst relative error, positive elimination = 5.6e-16
error ratio on halving h, with sources = 3.988
slab: 8 cells, h = 50 angstrom, end densities 1.0e-07, 1.0e-06 angstrom^-3
drop 0.10 eV: delta = 3.8682, B(delta) = 0.08256, B(-delta) = 3.95073
  central mode q = -3.1411, exact exp(delta) = 47.8549, D factor = 2.0166
  G = -0.31850, end-density ratio for negative density > 4.1398
  x (angstrom), n exact, n SG, n central (angstrom^-3)
      0 1.00000e-07 1.00000e-07  1.00000e-07
     50 1.00000e-07 1.00000e-07  9.96067e-08
    100 1.00000e-07 1.00000e-07  1.00842e-07
    150 1.00000e-07 1.00000e-07  9.69616e-08
    200 1.00000e-07 1.00000e-07  1.09151e-07
    250 1.00008e-07 1.00008e-07  7.08627e-08
    300 1.00393e-07 1.00393e-07  1.91131e-07
    350 1.18807e-07 1.18807e-07 -1.86646e-07
    400 1.00000e-06 1.00000e-06  1.00000e-06
drop 0.04 eV: delta = 1.5473, B(delta) = 0.41834, B(-delta) = 1.96561
  central mode q = 7.8353, exact exp(delta) = 4.6986, D factor = 1.1920
  x (angstrom), n exact, n SG, n central (angstrom^-3)
    250 1.08672e-07 1.08672e-07  1.01871e-07
    300 1.40763e-07 1.40763e-07  1.14660e-07
    350 2.91543e-07 2.91543e-07  2.14865e-07
    400 1.00000e-06 1.00000e-06  1.00000e-06
junction: barrier 0.8 eV, built-in 1.2 eV, bias 0.4 V
  neutral 400, depletion 1600, total 2400 angstrom
  densities: left contact 6.9325e-28, right contact 1.0e-07 angstrom^-3
  peak field = 0.0010 V/angstrom, 2kT/(e field) = 51.70 angstrom
  exact F/D = -6.265901e-24 angstrom^-4
  h (angstrom), largest drop (eV), F/D SG, F/D central (angstrom^-4), negative nodes
  100.0 0.09375 -6.34341e-24 -1.44824e-21 4
   50.0 0.04844 -6.28545e-24 -6.07634e-28 0
   25.0 0.02461 -6.27080e-24 -1.65093e-24 0
   12.5 0.01240 -6.26713e-24 -4.60241e-24 0
  relative SG flux errors: 1.237e-02, 3.120e-03, 7.817e-04, 1.955e-04
  central/exact flux at h = 100 angstrom: 231.1
  h = 100: x (angstrom), n SG, n central (angstrom^-3)
   1200 1.9068e-14  2.8854e-13
   1300 7.1652e-13 -9.9819e-13
   1400 1.6602e-11  4.4917e-12
   1500 2.3720e-10 -3.1741e-11
   1600 2.0897e-09  7.5374e-10
```
